\section*{Choosing the Displacement for Finite-Difference Force Constants from Noisy PAW Forces}

\section{Three displacements, three errors}

An atom is held by a model bond with force constant 9~eV/\AA$^2$. The force constant is to be recovered from forces computed at displacements $+d$ and $-d$, each of which may be wrong by up to 1~meV/\AA. With $d=0.01$~\AA\ the result can be off by 0.102~eV/\AA$^2$, and with $d=0.05$~\AA\ by 0.079~eV/\AA$^2$. With $d=0.028$~\AA, between the two, the largest possible error is 0.054~eV/\AA$^2$. Why is there a best displacement, and what fixes it?

Two errors compete. A small displacement produces a small change of force, in which a fixed force error weighs heavily. A large displacement takes the atom to where the restoring force is no longer proportional to displacement.

\section{The estimate on the back of an envelope}

Let $\delta F$ be the size of the force error. Dividing by the displacement gives an error of order $\delta F/d$ in the force constant $k$.

For the anharmonic error, suppose that the bond changes its character over a length $\ell$. Corrections to $k$ are then governed by $d/\ell$. A central difference treats $+d$ and $-d$ alike, so its error is unchanged when $d$ is replaced by $-d$; odd powers of $d/\ell$ are excluded, and the first correction is of order $k(d/\ell)^2$. Equating the two errors gives
\begin{equation}
\frac{\delta F}{d}\sim\frac{k d^2}{\ell^2}
\quad\Longrightarrow\quad
d\sim\left(\frac{\delta F\,\ell^2}{k}\right)^{1/3}.
\label{eq:rough}
\end{equation}
The model bond has $1/\ell=1.5$~\AA$^{-1}$, so $k/\ell^2=9\times2.25=20.25$~eV/\AA$^4$. For $\delta F=0.001$~eV/\AA\ the estimate is $(0.001/20.25)^{1/3}\approx0.037$~\AA. This has the right size; the numerical factor needs the actual anharmonicity and a minimization.

\section{Where the force error comes from}

In the projector augmented-wave (PAW) method, smooth wave functions are combined with atom-centred corrections. Two sources of force error matter here.

The first is incomplete self-consistency. Let $c$ stand for the independent electronic variables, after the orthonormality conditions have been built in, and let $E(u,c)$ be the energy at atomic displacement $u$. At the converged value $c_0$ we have $\partial E/\partial c=0$. If the calculation stops at $c_0+\delta c$, then to leading order
\begin{align}
E(u,c_0+\delta c)-E(u,c_0)&\approx\frac12\frac{\partial^2E}{\partial c^2}\,\delta c^2,\\
-\frac{\partial E}{\partial u}\bigg|_{c_0+\delta c}
+\frac{\partial E}{\partial u}\bigg|_{c_0}
&\approx-\frac{\partial^2E}{\partial u\,\partial c}\,\delta c .
\end{align}
The energy error is quadratic in $\delta c$, but the force error is linear. A well-converged energy therefore does not guarantee an equally well-converged force. Below we assume no relation between the errors at $+d$ and $-d$. This is the pessimistic case, suited to runs that start from different states or stop after different numbers of iterations. Two runs with the same kind of starting guess and the same number of iterations leave errors that vary smoothly with $u$ and largely cancel in the difference; $\delta F/d$ is then only an upper bound, and the actual error can be far smaller.

The second source is the grid. Quantities attached to the atom are summed on points of spacing $\Delta$, and the sum depends slightly on where the atom sits between them. This egg-box error is a smooth function of position, and it gets its own treatment below.

\section{Controlled derivation}

\subsection{The anharmonic part}

Let $u=0$ be the equilibrium position and expand the energy:
\begin{equation}
E(u)=E_0+\frac{k}{2}u^2+\frac{g}{6}u^3+\frac{h}{24}u^4+\cdots .
\end{equation}
Here $k$, $g$ and $h$ are the second, third and fourth derivatives at $u=0$. With $F=-dE/du$,
\begin{align}
F(d)&=-kd-\frac g2d^2-\frac h6d^3-\cdots,\\
F(-d)&=+kd-\frac g2d^2+\frac h6d^3-\cdots .
\end{align}
The term in $g$ is the same in both lines and drops out of the difference:
\begin{equation}
-\frac{F(d)-F(-d)}{2d}
=\frac{2kd+hd^3/3}{2d}+\cdots
=k+\frac{h}{6}d^2+O(d^4).
\label{eq:central}
\end{equation}

\subsection{Adding the noise}

Let the computed forces be $F(\pm d)+\varepsilon_\pm$ with $|\varepsilon_\pm|\le\delta F$. The estimate then acquires the extra term $-(\varepsilon_+-\varepsilon_-)/(2d)$. Its size is largest when the two errors have opposite signs and full magnitude, which gives $2\delta F/(2d)=\delta F/d$. The sign may agree with that of $h$, so the worst-case error is, to leading order,
\begin{equation}
B(d)=\frac{\delta F}{d}+\frac{|h|}{6}d^2 .
\label{eq:bound}
\end{equation}
In a single calculation the two parts may partly cancel. The displacement found below minimizes the largest possible error, not the error of each individual run.

\subsection{The minimum}

Differentiating, we find
\begin{equation}
\frac{dB}{dd}=-\frac{\delta F}{d^2}+\frac{|h|}{3}d=0
\quad\Longrightarrow\quad
d_*=\left(\frac{3\,\delta F}{|h|}\right)^{1/3}.
\label{eq:dstar}
\end{equation}
The second derivative, $2\delta F/d^3+|h|/3$, is positive, so this is a minimum. Using $|h|d_*^3=3\delta F$, the anharmonic part there is
\begin{equation}
\frac{|h|}{6}d_*^2=\frac{|h|d_*^3}{6d_*}=\frac{\delta F}{2d_*},
\qquad
B(d_*)=\frac{3\,\delta F}{2d_*}.
\label{eq:bmin}
\end{equation}
At the optimum the noise part is twice the anharmonic part. The two are not equal because they change at different rates: balance is required of the slopes, not of the values.

Since $d_*\propto\delta F^{1/3}$, the remaining error scales as $\delta F^{2/3}$. Forces ten times more accurate improve the force constant by a factor $10^{2/3}\approx4.6$, provided that $d$ is reduced by $10^{1/3}\approx2.2$ as well.

The same argument covers the force on atom $i$ when atom $j$ is displaced. The quantity $h$ is then replaced by $\partial^4E/\partial u_i\partial u_j^3$, while the noise part stays $\delta F/d$. For a weak coupling between distant atoms this absolute error can be a large fraction of the force constant.

\section{Numbers for a model bond}

Take a Morse bond with one atom fixed,
\begin{equation}
E(u)=D\left(1-e^{-au}\right)^2=D\left(1-2e^{-au}+e^{-2au}\right),
\end{equation}
with round parameters $D=2$~eV and $a=1.5$~\AA$^{-1}$. Each derivative brings down a factor $-a$ or $-2a$, so for $n\ge1$
\begin{equation}
E^{(n)}(0)=D(-a)^n\left(2^n-2\right).
\label{eq:morse}
\end{equation}
Hence $k=2Da^2=9$~eV/\AA$^2$, $g=-6Da^3=-40.5$~eV/\AA$^3$ and $h=14Da^4=141.75$~eV/\AA$^4$. For a force error of 1~meV/\AA,
\begin{equation}
d_*=\left(\frac{3\times0.001}{141.75}\right)^{1/3}\text{\AA}
=0.0277~\text{\AA},
\end{equation}
or 0.0523~bohr. The noise part is 0.036 and the anharmonic part 0.018~eV/\AA$^2$, together 0.054~eV/\AA$^2$, or 0.6\% of $k$. A frequency proportional to $\sqrt k$ is then in error by at most about half that fraction, 0.3\%.

The rough estimate gave 0.037~\AA. The difference is accounted for by $h=7ka^2$: equation~\eqref{eq:dstar} equals \eqref{eq:rough} times $(3/7)^{1/3}\approx0.75$.

The opening numbers can now be read. At $d=0.01$~\AA\ the noise contributes 0.100 and anharmonicity 0.002~eV/\AA$^2$. At $d=0.05$~\AA\ the contributions are 0.020 and 0.059~eV/\AA$^2$.

Force errors of 0.1, 1 and 10~meV/\AA\ serve here as round values for tight, moderate and loose settings:
\begin{center}
\begin{tabular}{cccc}
$\delta F$ (meV/\AA) & $d_*$ (\AA) & $B(d_*)$ (eV/\AA$^2$) & $B(d_*)/k$\\
0.1 & 0.013 & 0.012 & 0.13\%\\
1 & 0.028 & 0.054 & 0.60\%\\
10 & 0.060 & 0.25 & 2.8\%
\end{tabular}
\end{center}
A hundredfold range of noise moves the optimum by less than a factor of five.

\subsection{Is the leading order enough?}

The next term in \eqref{eq:central} is $E^{(6)}(0)\,d^4/120$. By \eqref{eq:morse}, $E^{(6)}(0)=62Da^6$, and its ratio to $hd^2/6$ is
\begin{equation}
r=\frac{62Da^6d^4/120}{14Da^4d^2/6}=\frac{31}{140}(ad)^2 .
\end{equation}
At $d=0.06$~\AA\ this is about 0.002. With the correction, the slope of the anharmonic part becomes $(hd/3)(1+2r)$, so $d_*^3$ falls by the fraction $2r$ and $d_*$ by $2r/3\approx0.1\%$. Minimizing the worst-case error of the full Morse forces shows this shift: 0.05952~\AA\ instead of 0.05959~\AA\ at the largest noise. The numerical output follows the text.

\section{How carefully must the optimum be hit?}

Set $d=sd_*$ in \eqref{eq:bound} and use the two parts at the optimum, $\delta F/d_*$ and $\delta F/(2d_*)$:
\begin{equation}
\frac{B(sd_*)}{B(d_*)}
=\frac{\dfrac{1}{s}+\dfrac{s^2}{2}}{\dfrac32}
=\frac13\left(\frac2s+s^2\right).
\end{equation}
Halving the displacement raises the error by 42\%, and doubling it raises the error by 67\%. The full Morse forces confirm both figures. For large mistakes the asymmetry grows, since the error rises as $s^2$ on one side and as $1/s$ on the other.

A rough value of $h$ is therefore sufficient: a factor of two in $h$ changes $d_*$ by $2^{1/3}\approx1.26$. It can be obtained from force constants computed at two displacements. By \eqref{eq:central},
\begin{equation}
k_{\rm est}(2d)-k_{\rm est}(d)\approx\frac h6(4d^2-d^2)=\frac h2d^2 .
\end{equation}
The noise in this difference is at most $\delta F/(2d)+\delta F/d=3\delta F/(2d)$. The ratio of signal to largest noise is
\begin{equation}
\frac{|h|d^2/2}{3\delta F/(2d)}=\frac{|h|d^3}{3\delta F}
=\left(\frac{d}{d_*}\right)^3 .
\end{equation}
The anharmonicity must thus be measured with displacements larger than the one best suited to $k$. At $d=2d_*$ the ratio is already 8.

\section{Two other cases}

\subsection{Random errors}

Suppose instead that $\varepsilon_+$ and $\varepsilon_-$ are independent, with zero mean and standard deviation $\sigma$. The variance of their difference is $2\sigma^2$. After division by $(2d)^2$ it contributes $\sigma^2/(2d^2)$. The cross term with the anharmonic part averages to zero, so the mean square error is
\begin{equation}
M(d)=\frac{\sigma^2}{2d^2}+\frac{h^2d^4}{36},
\qquad
\frac{dM}{dd}=-\frac{\sigma^2}{d^3}+\frac{h^2d^3}{9}.
\end{equation}
The derivative vanishes at $d^6=9\sigma^2/h^2$, which is $d_*$ with $\delta F$ replaced by $\sigma$. Inserting $h^2d_*^6=9\sigma^2$ gives
\begin{equation}
M(d_*)=\frac{\sigma^2}{d_*^2}\left(\frac12+\frac14\right),
\qquad
\sqrt{M(d_*)}=\frac{\sqrt3}{2}\,\frac{\sigma}{d_*}.
\end{equation}
For $\sigma=1$~meV/\AA\ this is 0.031~eV/\AA$^2$. Sampling random force errors reproduces both the optimum and this value. For $\sigma$ numerically equal to $\delta F$ the two optima coincide and the rms error is the smaller figure. Errors that are truly bounded by $\delta F$ have $\sigma\le\delta F$, and the rms optimum is then smaller than the worst-case one by the factor $(\sigma/\delta F)^{1/3}$.

\subsection{A one-sided difference}

One might save a calculation by using $F(0)$ in place of $F(-d)$:
\begin{equation}
-\frac{F(d)-F(0)}{d}=k+\frac g2d+\frac h6d^2+\cdots .
\label{eq:onesided}
\end{equation}
Now $g$ survives, and the anharmonic error is linear in $d$. Both forces carry noise, and the divisor is $d$ instead of $2d$, so the worst-case error is
\begin{equation}
B_1(d)=\frac{2\delta F}{d}+\frac{|g|}{2}d .
\end{equation}
Setting $-2\delta F/d^2+|g|/2=0$ gives
\begin{equation}
d_1=2\sqrt{\frac{\delta F}{|g|}},
\qquad
B_1(d_1)=\sqrt{\delta F|g|}+\sqrt{\delta F|g|}=2\sqrt{\delta F|g|}.
\end{equation}
For 1~meV/\AA\ the optimum is 0.0099~\AA\ and the error 0.40~eV/\AA$^2$, or 4.5\% of $k$. This is more than seven times the error of the central difference. Minimization with the full forces gives 0.0101~\AA. The small increase comes from $h$, which in \eqref{eq:onesided} has the opposite sign to $g$ for $d>0$ and weakens the anharmonic error.

If the surroundings make $E(u)$ even, then $g=0$ and $F(-d)=-F(d)$. A single displaced calculation then gives $-F(d)/d=k+hd^2/6+\cdots$ with noise at most $\delta F/d$. The worst-case bound \eqref{eq:bound} and its optimum are recovered at half the cost. For random errors the variance is $\sigma^2/d^2$ instead of $\sigma^2/(2d^2)$, so the smallest rms error is larger by $2^{1/3}$. A force error common to $+d$ and $-d$, which the central difference cancels, now enters divided by $d$.

\section{When the noise is a smooth egg-box force}

The law $\delta F/d$ grows without limit as $d\to0$. This presumes that the two errors remain unrelated however close the two positions are. A grid error behaves differently. For a function $f$ carried by the atom, the sum $\Delta\sum_nf(n\Delta-u)$ is unchanged when $u$ increases by $\Delta$. It is thus periodic in $u$. If $f$ is a Gaussian not much narrower than $\Delta$, the first harmonic dominates the variation. This is not true of every smooth peak: a function cut off at a finite radius has an oscillating Fourier transform, and for some radii higher harmonics are comparable or larger. As a model, take the force error $A\sin(qu+\varphi)$ with $q=2\pi/\Delta$. The error in the force constant is
\begin{equation}
-\frac{A}{2d}\left[\sin(\varphi+qd)-\sin(\varphi-qd)\right]
=-\frac Ad\cos\varphi\,\sin(qd).
\label{eq:egg}
\end{equation}
Its largest size over all phases is $A|\sin(qd)|/d$. This respects the bound $A/d$ but tends to $Aq$ as $d\to0$. A test with a Gaussian summed on a grid confirms this form.

For $\Delta=0.2$~\AA\ we have $q=31.4$~\AA$^{-1}$. With $A=1$~meV/\AA\ the limit is 0.031~eV/\AA$^2$; at $d_*$ the error is 0.028~eV/\AA$^2$, below the bound of 0.036.

Does an optimum still exist? Let $h>0$, and consider first $0<d\le\pi/q=\Delta/2$, where the sine is not negative. With $x=qd$, the total and its slope are
\begin{equation}
T=\frac{A\sin x}{d}+\frac h6d^2,
\qquad
\frac{dT}{dd}=\frac{A(x\cos x-\sin x)}{d^2}+\frac h3d .
\end{equation}
The function $w=x\cos x-\sin x+x^3/3$ vanishes at $x=0$ and has $w'=x(x-\sin x)\ge0$. Hence $x\cos x-\sin x\ge-x^3/3$, and
\begin{equation}
\frac{dT}{dd}\ge\frac d3\left(h-Aq^3\right).
\end{equation}
If $Aq^3<h$, the total rises throughout this range. Larger displacements do not help either: for $d\ge\pi/q$ the anharmonic part alone is at least $h\pi^2/(6q^2)>(\pi^2/6)Aq$, which exceeds the limit $Aq$. With egg-box error alone there is then no best nonzero displacement.

If $Aq^3>h$, the expansion $\sin x\approx x-x^3/6$ gives
\begin{equation}
T\approx Aq+\frac{h-Aq^3}{6}d^2 ,
\end{equation}
which falls at first, so a nonzero displacement is better. The threshold here is $A=h/q^3=4.6$~meV/\AA. For $A=10$~meV/\AA\ a scan up to $\Delta/2$ finds the smallest total, 0.22~eV/\AA$^2$, near $d=0.084$~\AA, compared with 0.31 in the limit of small $d$.

In practice both kinds of error are present. Adding an unrelated error $\delta F$ restores the term $\delta F/d$ and with it an optimum. For small $qd$ and $Aq^3<h$, it is \eqref{eq:dstar} with $h$ replaced by $h-Aq^3$. With $A=\delta F=1$~meV/\AA\ this raises $d_*$ by somewhat less than a tenth, but the error now includes the egg-box part $A\sin(qd)/d$, about 0.027~eV/\AA$^2$ at $d=0.030$~\AA\ and thus close to $Aq$. This part vanishes at $d=\Delta/2=0.1$~\AA, but there the anharmonic part alone is $hd^2/6\approx0.24$~eV/\AA$^2$, so removing it by the choice of $d$ costs more than it saves.

That part must be reduced at its source, by a finer grid or smoother atom-centred functions, or by averaging. Shifting the whole structure by $\Delta/2$ along the displacement changes $\varphi$ by $\pi$ and reverses the sign of \eqref{eq:egg}. In this one-harmonic model, the mean of the two force constants is free of egg-box error. When higher harmonics are present, the even ones survive the average.

\section*{Computed results}
\begin{verbatim}
Morse depth D = 2.0 eV, decay a = 1.5 1/A
k = 9.000 eV/A^2
g = -40.500 eV/A^3
h = 141.750 eV/A^4
Force error 0.1 meV/A:
  d* formula 0.01284 A, minimized 0.01284 A
  error formula 0.01168, minimized 0.01168 eV/A^2
  error relative to k (formula) 0.130 %
Force error 1.0 meV/A:
  d* formula 0.02766 A, minimized 0.02765 A
  error formula 0.05423, minimized 0.05424 eV/A^2
  error relative to k (formula) 0.603 %
Force error 10.0 meV/A:
  d* formula 0.05959 A, minimized 0.05952 A
  error formula 0.25171, minimized 0.25185 eV/A^2
  error relative to k (formula) 2.797 %
All following lines up to the egg-box part: 1 meV/A
d* = 0.05227 bohr
Noise part at d* = 0.03615 eV/A^2
Anharmonic part at d* = 0.01808 eV/A^2
Relative frequency error at d* = 0.301 %
Worst error at d = 0.01 A: 0.10236 eV/A^2
Worst error at d = 0.05 A: 0.07914 eV/A^2
Error ratio at 0.5 d*: 1.416
Error ratio at 2.0 d*: 1.668
Random noise: sampled optimum 0.0276 A
Random noise: sampled minimum rms error 0.0313 eV/A^2
One-sided: d formula 0.00994 A, minimized 0.01006 A
One-sided: error formula 0.4025, minimized 0.4002 eV/A^2
One-sided error relative to k (formula) 4.47 %
Egg-box: grid spacing 0.2 A, q = 31.416 1/A
Egg-box 1 meV/A: small-d error 0.03142 eV/A^2
Egg-box 1 meV/A: error at d* 0.02761 eV/A^2
Egg-box threshold amplitude h/q^3 = 4.572 meV/A
Egg-box 10 meV/A: best d on scan = 0.0835 A
Egg-box 10 meV/A: total error there = 0.2246 eV/A^2
Egg-box 10 meV/A: small-d error = 0.3142 eV/A^2
\end{verbatim}
